# The third-order Kohn–Sham energy from first-order orbitals, part 2

A closed-shell Kohn–Sham system with \(N\) doubly occupied orbitals \(\psi_\alpha\) and fixed electron number depends on a parameter \(\lambda\). We seek \(E^{(3)}\) from first-order orbitals, in Hartree atomic units, with \(X(\lambda)=\sum_k\lambda^kX^{(k)}\). Labels \(o\) and \(v\) denote the occupied (\(\alpha,\beta\)) and empty (\(a,b\)) subspaces at \(\lambda=0\), and \(\psi_\alpha^{(1)}=\sum_\beta\psi^{(0)}_\beta A_{\beta\alpha}+\sum_a\psi_a^{(0)}U_{a\alpha}\) with \(A^\dagger=-A\). The result is
\[
\begin{aligned}
E^{(3)}={}&2\sum_\alpha\langle\psi_\alpha^{(1)}|H^{(1)}|\psi_\alpha^{(1)}\rangle-2\sum_{\alpha\beta}\Lambda^{(1)}_{\beta\alpha}\langle\psi_\alpha^{(1)}|\psi_\beta^{(1)}\rangle+\frac16\iiint G\,n^{(1)}n^{(1)}n^{(1)}\\
&+\int v^{(2)}n^{(1)}+\int v^{(3)}n^{(0)}+E_{nn}^{(3)}\\
&+\frac12\iint K^{[1]}n^{(1)}n^{(1)}+\int v_{Hxc}^{[2]}n^{(1)}+E_{Hxc}^{[3]} .
\end{aligned}\tag{1}
\]
Here \(n\) is the density, \(v\) the external potential and \(E_{nn}\) the nuclear repulsion; \(v_{Hxc}\), \(K\), \(G\) are the first three functional derivatives of the Hartree and exchange-correlation energy \(E_{Hxc}[n;\lambda]\) at \(n^{(0)}\); \([k]\) means \(\frac1{k!}\partial^k/\partial\lambda^k\) at frozen density; and \(H^{(1)}=v^{(1)}+v_{Hxc}^{[1]}+\int Kn^{(1)}\). In the local density approximation the \(G\) term is \(\frac16\int g_{xc}(n^{(0)})(n^{(1)})^3\).

The first derivation used the Lagrangian
\[
\mathcal F[\psi,\Lambda;\lambda]=2\sum_\alpha\langle\psi_\alpha|T+v(\lambda)|\psi_\alpha\rangle+E_{Hxc}[n;\lambda]+E_{nn}(\lambda)-2\sum_{\alpha\beta}\Lambda_{\beta\alpha}\big(\langle\psi_\alpha|\psi_\beta\rangle-\delta_{\alpha\beta}\big),
\]
stationary (\(\mathcal F'=0\)) at the exact \(x=(\psi,\Lambda)\). The trial point \(x^{(0)}+\lambda x^{(1)}\) deviates by \(\delta=-\lambda^2x^{(2)}+\dots\), so its error, \(\tfrac12\mathcal F''[\delta,\delta]+\dots\), is \(O(\lambda^4)\): the \(2n+1\) theorem for \(n=1\). The functional was expanded as
\[
E_{Hxc}[n^{(0)}+\Delta;\lambda]=\sum_k\lambda^k\Big\{E^{[k]}_{Hxc}+\int v_{Hxc}^{[k]}\Delta+\frac12\iint K^{[k]}\Delta\Delta+\frac16\iiint G^{[k]}\Delta\Delta\Delta+\dots\Big\}.
\]
With \(\Lambda^{(0)}=\varepsilon\) diagonal,
\[
(\varepsilon_a-\varepsilon_\alpha)U_{a\alpha}=-H^{(1)}_{a\alpha},\qquad \Lambda^{(1)}_{\beta\alpha}=H^{(1)}_{\beta\alpha}+(\varepsilon_\beta-\varepsilon_\alpha)A_{\beta\alpha}.\tag{3}
\]
The first is the Sternheimer equation. The parallel gauge has \(A=0\); the diagonal gauge has \(\Lambda^{(1)}\) diagonal, with elements \(\varepsilon_\alpha^{(1)}\), and \(A_{\beta\alpha}=H^{(1)}_{\beta\alpha}/(\varepsilon_\alpha-\varepsilon_\beta)\) for \(\beta\neq\alpha\). The orbital Hessian, for real occupied–empty rotations, is four times \((\varepsilon_a-\varepsilon_\alpha)\delta_{ab}\delta_{\alpha\beta}+4(a\alpha|K|b\beta)\). Symmetry alone required \(b=-a\) for the coefficients in \(a\,\mathrm{tr}\,U^\dagger H^{(1)}_{vv}U+b\,\mathrm{tr}\,H^{(1)}_{oo}U^\dagger U\).

## Second derivation: the exact projector

This route uses no multipliers, no gauge and no trial function. It expands the exact energy with the exact second- and third-order density matrices and shows that their unknown parts cancel.

Let \(P=\sum_\alpha|\psi_\alpha\rangle\langle\psi_\alpha|\) and \(D=2P\) in a fixed orthonormal basis, and let \(W(D;\lambda)=\mathrm{tr}\,h_1(\lambda)D+E_{Hxc}(D;\lambda)+E_{nn}\), with \(h_1\) the one-body matrix. Its gradient in \(D\) is the Kohn–Sham matrix \(F\), and \(K\), \(G\) now denote the second and third derivatives in \(D\). The exact solution satisfies \(P^2=P\) and \([H,P]=0\) with \(H(\lambda)=F(D(\lambda);\lambda)\). The same double series as before, now with \(\Delta=\lambda D^{(1)}+\lambda^2D^{(2)}+\lambda^3D^{(3)}\), gives
\[
E^{(3)}=\mathrm{tr}\,H^{(0)}D^{(3)}+\mathrm{tr}\,F^{[1]}D^{(2)}+D^{(1)}KD^{(2)}+R,
\]
\[
R=\tfrac16G\,D^{(1)}D^{(1)}D^{(1)}+\tfrac12D^{(1)}K^{[1]}D^{(1)}+\mathrm{tr}\,F^{[2]}D^{(1)}+W^{[3]} .
\]
\(R\) is the third term and the last two lines of (1), since \(F^{[2]}=v^{(2)}+v_{Hxc}^{[2]}\) and \(W^{[3]}=\int v^{(3)}n^{(0)}+E_{Hxc}^{[3]}+E_{nn}^{(3)}\). Because \(H^{(1)}=F^{[1]}+KD^{(1)}\), the rest is
\[
E^{(3)}-R=2\,\mathrm{tr}\,H^{(0)}P^{(3)}+2\,\mathrm{tr}\,H^{(1)}P^{(2)}.\tag{4}
\]

Idempotency at order \(k\) reads \(P^{(k)}=P^{(0)}P^{(k)}+P^{(k)}P^{(0)}+Q_k\), with \(Q_1=0\), \(Q_2=P^{(1)}P^{(1)}\), \(Q_3=P^{(1)}P^{(2)}+P^{(2)}P^{(1)}\). \(P^{(0)}\) is the identity on \(o\) and zero on \(v\). The \(oo\) block gives \(P^{(k)}_{oo}=2P^{(k)}_{oo}+Q_{k,oo}\) and the \(vv\) block gives \(P^{(k)}_{vv}=Q_{k,vv}\), so
\[
P^{(k)}_{oo}=-Q_{k,oo},\qquad P^{(k)}_{vv}=+Q_{k,vv},
\]
while the \(ov\) blocks are left to the dynamics. At first order only \(P^{(1)}_{vo}=U\) and \(P^{(1)}_{ov}=U^\dagger\) are nonzero. Write \(Z=P^{(2)}_{vo}\), the true second-order response. Then
\[
P^{(2)}_{oo}=-U^\dagger U,\quad P^{(2)}_{vv}=UU^\dagger,\quad P^{(3)}_{oo}=-(U^\dagger Z+Z^\dagger U),\quad P^{(3)}_{vv}=UZ^\dagger+ZU^\dagger .
\]
The zeroth-order commutator makes \(H^{(0)}\) block diagonal, so \(P^{(3)}_{ov}\) never enters (4), and
\[
\mathrm{tr}\,H^{(0)}P^{(3)}=\mathrm{tr}\,(H^{(0)}_{vv}U-UH^{(0)}_{oo})Z^\dagger+\mathrm{tr}\,(U^\dagger H^{(0)}_{vv}-H^{(0)}_{oo}U^\dagger)Z ,
\]
after moving factors cyclically. The first-order commutator \([H^{(0)},P^{(1)}]+[H^{(1)},P^{(0)}]=0\) has the \(vo\) block \(H^{(0)}_{vv}U-UH^{(0)}_{oo}+H^{(1)}_{vo}=0\), the Sternheimer equation again. It and its adjoint give
\[
\mathrm{tr}\,H^{(0)}P^{(3)}=-\mathrm{tr}\,H^{(1)}_{vo}Z^\dagger-\mathrm{tr}\,H^{(1)}_{ov}Z .
\]
The other trace, block by block, is
\[
\mathrm{tr}\,H^{(1)}P^{(2)}=-\mathrm{tr}\,H^{(1)}_{oo}U^\dagger U+\mathrm{tr}\,H^{(1)}_{vv}UU^\dagger+\mathrm{tr}\,H^{(1)}_{ov}Z+\mathrm{tr}\,H^{(1)}_{vo}Z^\dagger .
\]
In the sum \(Z\) cancels, and
\[
E^{(3)}=2\,\mathrm{tr}\,U^\dagger H^{(1)}_{vv}U-2\,\mathrm{tr}\,H^{(1)}_{oo}U^\dagger U+R,
\]
which is (1) in the parallel gauge. The multiplier term is here the first-order Hamiltonian acting on the depletion \(-U^\dagger U\) of the occupied space, and the first term is the same operator acting on the population \(UU^\dagger\) of the empty space. The two have opposite traces, which is the charge conservation behind \(b=-a\).

The lower orders follow from the same blocks. \(E^{(1)}=W^{[1]}+\mathrm{tr}\,H^{(0)}D^{(1)}=W^{[1]}\), since \(D^{(1)}\) is off-diagonal. At second order \(\mathrm{tr}\,H^{(0)}P^{(2)}=\mathrm{tr}\,U^\dagger(H^{(0)}_{vv}U-UH^{(0)}_{oo})=-\mathrm{tr}\,U^\dagger H^{(1)}_{vo}=-\frac12\mathrm{tr}\,H^{(1)}P^{(1)}\), the two halves of the last trace being equal and real. Inserting this in \(E^{(2)}=W^{[2]}+\mathrm{tr}\,F^{[1]}D^{(1)}+\frac12D^{(1)}KD^{(1)}+\mathrm{tr}\,H^{(0)}D^{(2)}\) cancels the kernel term and half of the \(F^{[1]}\) term: \(E^{(2)}=W^{[2]}+\frac12\mathrm{tr}\,F^{[1]}D^{(1)}\).

A basis that moves with the atoms has an overlap \(S_{AO}(\lambda)\). Any smooth frame \(X(\lambda)\) with \(X^TS_{AO}X=1\) and \(X(0)=X_0\), the reference orbitals, turns it into the case just treated, with \(h_1=X^Th_{AO}X\) and \(E_{Hxc}\) evaluated on \(XDX^T\), both explicitly dependent on \(\lambda\). The derivation holds in each frame and \(E(\lambda)\) is the same function, so the sum (1) is frame independent, while \(U\), \(F^{[k]}\) and the separate electronic terms in general are not; \(E_{nn}^{(3)}\) contains no frame.

## What each derivation assumes

Both need integer, fixed occupations and a smooth branch of solutions, which an invertible orbital Hessian guarantees. A gap keeps the differences \(\varepsilon_a-\varepsilon_\alpha\) in (3) nonzero but does not by itself guarantee invertibility, since \(4K\) can cancel it at an instability. In a metal with fractional occupations \(P^2=P\) fails, and occupation changes add terms absent from (1). At a crossing of occupied and empty levels the ground-state projector jumps; a fixed configuration can stay smooth when the crossing levels are not coupled, as for different symmetries, and (1) then describes that configuration rather than the ground state. Neither derivation uses minimality.

The Lagrangian route needs the branch only to second order, together with a bounded second variation, and never mentions \(\psi^{(2)}\) beyond its existence. It accepts any gauge, at the price of (3) for the multiplier, and the error argument extends unchanged to higher \(n\). The error argument does not need the energy to be a function of \(D\), whereas the gauge freedom and (3) use its invariance under unitary mixing of the occupied orbitals, and the explicit terms were collected for a density functional.

The projector route needs \(P(\lambda)\) through third order and an energy that depends on the orbitals only through \(D\). It yields only the gauge-free form, shows exactly where \(Z\) cancels, and makes plain that differences between occupied levels never appear as denominators, the occupied eigenvalues entering only through the Sternheimer equation for \(U\). Extending it to higher order requires new block algebra each time. It covers nonlocal potentials and exact exchange as written, because \(K\) and \(G\) are derivatives in \(D\); those cases are not part of the numerical example.

Both use the Sternheimer equation linearly, the first through \(\mathcal F'=0\) and the second in the cancellation of \(Z\). An error \(\eta\) in \(\psi^{(1)}\) makes \(\delta=\lambda\eta-\lambda^2x^{(2)}\), so \(\frac12\mathcal F''[\delta,\delta]=\frac12\lambda^2\mathcal F''[\eta,\eta]-\lambda^3\mathcal F''[\eta,x^{(2)}]+\dots\). The \(\lambda^2\) coefficient of \(\mathcal F\) is stationary in \(\psi^{(1)}\), and the \(\lambda^3\) coefficient has an error linear in \(\eta\).

## Worked example: N\(_2\)

The level of theory is the local density approximation (Slater exchange, Perdew–Wang correlation) in the cc-pVDZ basis of 28 functions, on an atom-centred grid of 23280 points, at \(R_0=2.05\) bohr. The energy is \(-108.64024\) Ha and the gap 0.3066 Ha. Reference values are Taylor coefficients of fully self-consistent results on nine-point stencils; the program and its output follow the text. Digits are quoted to compare two routes within this model. The values are not converged with respect to the basis, and the size of the shifts is given with each case below; convergence with the grid was not examined.

**One nuclear charge, \(Z_A=7+\lambda\).** Basis and grid are fixed and both \(v\) and \(E_{nn}\) are linear in \(\lambda\), so only the first line of (1) survives. With \(E^{(1)}=-18.2922429\) Ha and \(E^{(2)}=-0.6998855\) Ha, the parallel gauge gives
\[
E^{(3)}=-0.1540075+0.2053257+0.0014660=0.0527842\ \text{Ha},
\]
and the self-consistent stencil gives 0.0527842 Ha, tested to \(10^{-6}\) Ha. \(D^{(1)}\) and the whole matrix \(\Lambda^{(1)}\) are tested against the stencil to the same tolerance. The \(g_{xc}\) term is 2.8% of \(E^{(3)}\) in this basis. The contracted core functions cannot follow a change of nuclear charge, so these coefficients describe the model and not the molecule: with the same primitives uncontracted (52 functions), \(E^{(2)}\) becomes \(-1.627\) Ha, \(E^{(3)}\) becomes \(-0.045\) Ha, of opposite sign, and the \(g_{xc}\) term is \(+0.0037\) Ha, about 8% of \(|E^{(3)}|\). The perturbation has parts even and odd under inversion, so it couples occupied orbitals of equal parity as well as of opposite parity. Keeping only the diagonal of \(\Lambda^{(1)}\) gives 0.1488026 Ha in place of 0.2053257 Ha, a loss of 0.0565231 Ha, and \(E^{(3)}\) becomes \(-0.0037389\) Ha, with the wrong sign in this basis; in the uncontracted basis the same omission gives \(-0.162\) Ha in place of \(-0.045\) Ha, the right sign and about 3.6 times too large.

The trial Lagrangian differs from the self-consistent energy by \(3.117\times10^{-8}\) Ha at \(\lambda=0.03\) and \(4.962\times10^{-7}\) Ha at \(0.06\), a ratio of 15.9; the part even in \(\lambda\) has exponent 4.000. Random \(\lambda^2\) additions to orbitals and multipliers leave the cubic coefficient unchanged within tolerance. Freezing the multiplier produces a cubic error of \(-0.2053257\) Ha, minus the multiplier term. A random \(A\) with (3) returns 0.0527842 Ha, and the same \(A\) with the parallel-gauge multiplier returns \(-0.03571\) Ha.

The diagonal gauge meets the two core orbitals, split by 0.001286 Ha and coupled by 2.47298 Ha, so \(|A|=2.47298/0.001286\approx1923\). The two terms are \(-44268905.12288\) and \(+44268905.17420\) Ha, whose sum 0.05132 Ha matches \(-0.1540075+0.2053257\). About nine digits cancel. In a two-level model with equal diagonal shifts the eigenvalues are \(\pm\frac12\sqrt{\Delta\varepsilon^2+4\lambda^2|H^{(1)}_{12}|^2}\), with branch points at \(|\lambda|=0.001286/(2\times2.47298)\approx2.6\times10^{-4}\). The core eigenorbitals thus have no convergent series at \(\lambda=0.03\), while the projector and the energy, blind to this mixing, are expanded there without difficulty.

Scaling \(U\) by \(1+x\) makes the formula \(p(1+x)^2+q(1+x)^3\), the cubic part coming from \(Kn^{(1)}\) and \(g_{xc}\). For \(x=10^{-3}\) the shift is \(1.141\times10^{-4}\) Ha, 0.22% of \(E^{(3)}\), and doubling \(x\) multiplies it by 2.0012. The slope \(2p+3q\approx0.114\) Ha with \(p+q=0.0528\) Ha gives \(q\approx0.008\) Ha and \(p\approx0.044\) Ha, and the predicted ratio \(2+2x(p+3q)/(2p+3q)\) is 2.0012.

**Bond stretch, \(R=R_0+\lambda\).** Basis and grid move with the nuclei. The Löwdin frame is \(X=S_{AO}^{-1/2}(\lambda)S_{AO}^{1/2}(0)X_0\) and the Cholesky frame is \(X=L^{-T}(\lambda)L^T(0)X_0\) with \(S_{AO}=LL^T\). Frozen-density coefficients are taken from stencils with step 0.01 bohr. The terms, in Ha/bohr³, with \(V\) the matrix of \(v_{Hxc}\), are:

| term | Löwdin | Cholesky |
|---|---|---|
| \(H^{(1)}\) | −0.78462 | −0.71748 |
| multiplier | 0.06062 | −0.35491 |
| \(g_{xc}\) | −0.00044 | −0.01458 |
| \(\mathrm{tr}\,h_1^{(2)}D^{(1)}\) | 5.93324 | 6.71032 |
| \(\mathrm{tr}\,h_1^{(3)}D^{(0)}\) | −1.19651 | −2.03310 |
| \(E_{nn}^{(3)}=-49/R_0^4\) | −2.77447 | −2.77447 |
| \(\frac12D^{(1)}K^{[1]}D^{(1)}\) | −0.10053 | 0.98933 |
| \(\mathrm{tr}\,V^{[2]}D^{(1)}\) | −1.22781 | −3.29825 |
| \(E_{Hxc}^{[3]}\) | −1.04246 | 0.36015 |
| sum | −1.13299 | −1.13299 |

The self-consistent value is \(-1.13299\) Ha/bohr³, tested to \(5\times10^{-5}\) in both frames. The multiplier term changes sign between frames and the \(g_{xc}\) term changes by a factor of about 30, so neither has a meaning of its own in a moving basis. A third frame, \(X_0(X_0^TS_{AO}X_0)^{-1/2}\), passes the tests on \(D^{(1)}\) and \(\Lambda^{(1)}\) but gives \(-1.13304\), about \(5\times10^{-5}\) Ha/bohr³ from the reference; this value is printed and not tested. Its \(D^{(1)}\) deviation is \(2.6\times10^{-8}\) against \(9\times10^{-11}\) bohr⁻¹ in the other frames. The cause of these larger deviations was not determined, and the label "stencil-limited" in the output is not backed by a test.

At \(R_0\) the force constant is \(2E^{(2)}=1.82714\) Ha/bohr² and the cubic constant is \(6E^{(3)}=-6.798\) Ha/bohr³, or \(-200\) aJ/Å³. With \(E^{(1)}=-0.0806271\) Ha/bohr the Newton step is \(0.0806271/1.82714=0.04413\) bohr. The cubic model requires \(E^{(1)}+2E^{(2)}x+3E^{(3)}x^2=0\), and the root that tends to the Newton step as \(E^{(3)}\to0\) is
\[
x=\frac{-2E^{(2)}+\sqrt{4E^{(2)2}-12E^{(1)}E^{(3)}}}{6E^{(3)}}=\frac{-1.82714+\sqrt{3.33843-1.09620}}{-6.7979}=0.04850\ \text{bohr}.
\]
The self-consistent minimum lies 0.04825 bohr away, at 2.0983 bohr (1.110 Å). It is located from the stencil polynomial slightly beyond its last node, and two direct calculations on either side agree with the polynomial's slope to \(3.8\times10^{-8}\) Ha/bohr. The Newton step falls short by 0.00412 bohr, 8.5% of the true step, and the cubic step overshoots by 0.00025 bohr, 0.5% of it, using the same first-order orbitals that the force constant already required. These are cc-pVDZ values. In cc-pVTZ on the same grid, \(2E^{(2)}=1.654\) Ha/bohr² and \(6E^{(3)}=-182\) aJ/Å³ at \(R_0\), the minimum lies at 2.072 bohr (1.096 Å), the Newton step falls short by 3.9% and the cubic step overshoots by 0.1%.

## Computed values

```
R0: 2.05 bohr
basis functions, grid points: 28 23280
E0: -108.6402423 Ha
HOMO-LUMO gap: 0.30660 Ha
core splitting eps2-eps1: 0.001286 Ha
A stencil step in Z: 0.03 
A E1: -18.2922429 Ha
A E2: -0.6998855 Ha
A H1 term: -0.1540075 Ha
A multiplier term: 0.2053257 Ha
A gxc term: 0.0014660 Ha
A E3 formula: 0.0527842 Ha
A E3 from SCF: 0.0527842 Ha
A multiplier term, diagonal only: 0.1488026 Ha
A E3 with diagonal Lam1, parallel gauge: -0.0037389 Ha
A |Lam1| between core orbitals: 2.47298 Ha
A diagonal gauge max|A|: 1922.9 
A diagonal gauge H1 term: -44268905.12288 Ha
A diagonal gauge eps1 term: 44268905.17420 Ha
A diagonal gauge E3: 0.0527842 Ha
A random gauge E3: 0.0527842 Ha
A random gauge, parallel Lam1: -0.03571 Ha
A trial error at l=h: 3.117e-08 Ha
A trial error at l=2h: 4.962e-07 Ha
A exponent of trial error: 4.000 
A cubic error with frozen multiplier: -0.2053257 Ha
A E3 shift for 0.1% error in U: 1.141e-04 Ha
A shift ratio on doubling the error: 2.0012 
B stencil step: 0.01 bohr
B norm of first-order overlap, orbital basis: 6.09 1/bohr
B D1 error (Loewdin, Cholesky, symmetric): 8.7e-11, 8.6e-11, 2.6e-08 1/bohr
B E1: -0.0806271 Ha/bohr
B E2: 0.913568 Ha/bohr^2
B terms of E3 in Ha/bohr^3: Loewdin frame, Cholesky frame
B H1 term: -0.78462, -0.71748
B multiplier term: 0.06062, -0.35491
B gxc term: -0.00044, -0.01458
B tr h2 D1: 5.93324, 6.71032
B tr h3 D0: -1.19651, -2.03310
B Enn3: -2.77447, -2.77447
B half D1 K[1] D1: -0.10053, 0.98933
B tr V[2] D1: -1.22781, -3.29825
B EHxc[3]: -1.04246, 0.36015
B E3 formula: -1.13299, -1.13299
B E3 from SCF: -1.13299 Ha/bohr^3
B E3 symmetric frame (stencil-limited): -1.13304 Ha/bohr^3
B force constant 2 E2: 1.82714 Ha/bohr^2
B cubic constant 6 E3: -6.7979 Ha/bohr^3
B cubic constant 6 E3: -200.00 aJ/A^3
B Newton step: 0.04413 bohr
B cubic step: 0.04850 bohr
B step to SCF minimum: 0.04825 bohr
B slope at minimum, direct SCF minus curve: 3.8e-08 Ha/bohr
B Newton step error: -0.00412 bohr
B cubic step error: 0.00025 bohr
B equilibrium length: 2.0983 bohr
B equilibrium length: 1.1103 A
```
